# Choosing the time step of a real-time Krylov basis

**Question**

I want the ground-state energy of a Hamiltonian $H$ from a real-time Krylov basis,
$$|\phi_n\rangle=e^{-in\tau H}|\phi_0\rangle,\qquad n=0,\dots,M-1,\qquad \hbar=1 .$$
I compute the overlap matrix $S$ and the Hamiltonian matrix in this basis and solve $Hc=ESc$. My test case is a ladder of eleven levels at $0,1,\dots,10$ eV. The start state has weight $0.5$ on the ground level and $0.05$ on each of the others, and I use $M=7$.

I cannot settle on $\tau$. With small steps $S$ is nearly singular and the result is poor. I was told to increase $\tau$, but to stay below $2\pi/W$, with $W$ the spectral width, because beyond that the top states are aliased onto the ground state. Yet I tried one step above $2\pi/W$ with eleven vectors and got the right ground energy.

How fast does $S$ become singular? Does a small step give a bad space, or just a bad basis of a good space? And what really happens at $2\pi/W$?

**Answer**

A small step gives a bad basis of a good space. A large step can do the reverse: a well-conditioned basis of a space that cannot represent the ground state. Both follow from writing the problem in terms of polynomials.

**From matrices to polynomials**

Let $E_k$ be the levels with nonzero weight $p_k$ in $|\phi_0\rangle$, with $\sum_kp_k=1$. Levels without weight never enter, so $W$ means the width of the levels that are present. I set $E_0=0$; a shift of $H$ multiplies each $|\phi_n\rangle$ by a phase and leaves the space unchanged. Since $H$ commutes with the propagator,
$$S_{mn}=\langle\phi_0|e^{im\tau H}e^{-in\tau H}|\phi_0\rangle=s_{n-m},\qquad s_n=\sum_kp_ke^{-in\tau E_k},$$
$$H_{mn}=h_{n-m},\qquad h_n=\sum_kp_kE_ke^{-in\tau E_k}.$$

A trial vector $\sum_nc_n|\phi_n\rangle$ has the component $\sqrt{p_k}\,f(z_k)$ on level $k$ (with the phases of the eigenvectors chosen suitably), where
$$z_k=e^{-i\tau E_k},\qquad f(z)=\sum_{n=0}^{M-1}c_nz^n .$$
Therefore
$$c^\dagger Sc=\sum_kp_k|f(z_k)|^2,\qquad \rho[f]=\frac{\sum_kp_kE_k|f(z_k)|^2}{\sum_kp_k|f(z_k)|^2}. \tag{1}$$
The lowest Ritz value is the minimum of $\rho$ over polynomials of degree at most $M-1$. It cannot lie below $E_0=0$, so here it is itself the error of the ground energy. A good $f$ is large at $z_0=1$ and small at the other points $z_k$ on the unit circle.

**Small steps: how singular is $S$?**

As $\tau\to0$ all $z_k$ crowd together at $1$. Use a variable that keeps them apart:
$$w=\frac{z-1}{-i\tau},\qquad w_k=E_k-\frac{i\tau E_k^2}{2}+O(\tau^2).$$
Every polynomial in $z$ is also a polynomial in $w$, $f=\sum_{j=0}^{M-1}b_jw^j$. The binomial theorem gives
$$w^j=(-i\tau)^{-j}\sum_{n=0}^{j}\binom jn(-1)^{j-n}z^n .$$
For fixed $b_j$ the highest power dominates the coefficients $c_n$:
$$c_n=(-i\tau)^{-(M-1)}\left[b_{M-1}\binom{M-1}{n}(-1)^{M-1-n}+O(\tau)\right].$$
With $\sum_n\binom{M-1}{n}^2=\binom{2M-2}{M-1}$, this means
$$\tau^{2(M-1)}\,c^\dagger c\;\to\;|b_{M-1}|^2\binom{2M-2}{M-1}.$$

The smallest overlap eigenvalue is $\lambda_{\min}=\min_c\,c^\dagger Sc/c^\dagger c$. Assume that at least $M$ distinct levels carry weight. A nonzero polynomial of degree at most $M-1$ cannot vanish on all of them, so $\sum_kp_k|f(w_k)|^2$ stays above a positive constant for all $b$ of unit length and all small $\tau$. The ratio $\tau^{2(M-1)}c^\dagger c/c^\dagger Sc$ then converges uniformly in $b$, and its maximum converges too. Taking the reciprocal,
$$\frac{\lambda_{\min}}{\tau^{2(M-1)}}\to\binom{2M-2}{M-1}^{-1}\min_{q\ \mathrm{monic}}\sum_kp_k|q(E_k)|^2,$$
where $q$ has degree $M-1$ and leading coefficient 1.

The Lanczos recursion supplies the minimum. Started from $|v_0\rangle=|\phi_0\rangle$, it reads
$$\beta_{j+1}|v_{j+1}\rangle=(H-\alpha_j)|v_j\rangle-\beta_j|v_{j-1}\rangle ,$$
with $\alpha_j=\langle v_j|H|v_j\rangle$ and no last term for $j=0$. So $\beta_1\cdots\beta_j|v_j\rangle=P_j(H)|\phi_0\rangle$ with $P_j$ monic of degree $j$, and its squared norm is $(\beta_1\cdots\beta_j)^2$. Any other monic polynomial of degree $j$ is $P_j+r$ with $r$ of lower degree. The vector $r(H)|\phi_0\rangle$ is orthogonal to $|v_j\rangle$, so it can only add to the norm. Hence
$$\lambda_{\min}\simeq\tau^{2(M-1)}\,\frac{(\beta_1\cdots\beta_{M-1})^2}{\binom{2M-2}{M-1}}\qquad(\tau\to0). \tag{2}$$

For your ladder a Lanczos run gives $(\beta_1\cdots\beta_6)^2=6.80\times10^4\ \mathrm{eV}^{12}$, and the binomial is $924$. At $\tau=0.00628\ \mathrm{eV}^{-1}$, one hundredth of $2\pi/W$,
$$\lambda_{\min}\simeq(0.0062832)^{12}\,\frac{6.80\times10^4}{924}\simeq2.79\times10^{-25}.$$
Diagonalizing $S$ in 80-digit arithmetic gives the same three digits. In this regime, halving the step divides $\lambda_{\min}$ by $2^{12}=4096$.

**The space survives, the numbers do not**

The vectors $w^j|\phi_0\rangle$ span the same space as the $|\phi_n\rangle$. As $\tau\to0$ they tend to $H^j|\phi_0\rangle$, which are linearly independent under the assumption above. The real-time space thus tends to the ordinary Krylov space, and its Ritz values tend to the Lanczos values. For $M=7$ the Lanczos error is $1.56\times10^{-3}$ eV, and at $\tau=0.00628\ \mathrm{eV}^{-1}$ the 80-digit calculation also gives $1.56\times10^{-3}$ eV.

With matrix elements in error by much more than $\lambda_{\min}$, this accuracy is in general lost. If a unit vector $v$ has $v^\dagger Sv$ far below $|v^\dagger\delta S\,v|$, the error $\delta S$ decides even the sign of its squared norm. The usual cure is to diagonalize $S$, keep the eigenvectors with $\lambda$ above a cut, divide each by $\sqrt\lambda$, and diagonalize $H$ in the reduced space. The division amplifies errors in $H$ by at most $1/\text{cut}$, but the discarded directions are lost.

The table shows this for $M=7$ and a cut of $10^{-3}$, with $x=\tau W/2\pi$. "Full" is the ground-energy error in 80-digit arithmetic without a cut; "cut" is the error after the cut, with noise-free elements.

| $x$ | $\lambda_{\min}$ | kept | full (eV) | cut (eV) |
|---|---|---|---|---|
| 0.01 | 2.8e-25 | 2 | 0.0016 | 0.49 |
| 0.05 | 6.9e-17 | 3 | 0.0016 | 0.135 |
| 0.10 | 2.9e-13 | 3 | 0.0016 | 0.147 |
| 0.20 | 1.3e-9 | 4 | 0.0018 | 0.060 |
| 0.30 | 2.1e-7 | 5 | 0.0022 | 0.027 |
| 0.50 | 1.9e-4 | 6 | 0.0045 | 0.019 |
| 0.70 | 0.030 | 7 | 0.015 | 0.015 |
| 0.909 | 0.55 | 7 | 0.168 | 0.168 |
| 1.000 | 0.50 | 7 | 0.944 | 0.944 |
| 1.053 | 0.47 | 7 | 1.006 | 1.006 |
| 1.111 | 0.45 | 7 | 0.921 | 0.921 |

In the tabulated rows the full error never falls as the step increases to $x=1.053$, while the cut hurts most at small steps. The compromise in this scan is $x=0.7$. The cut error rises slightly from $x=0.05$ to $x=0.10$. Three vectors are kept in both cases, but they span different spaces, and the variational principle orders errors only when one space contains the other.

I also added random complex Gaussian errors to the signals at $n\ge1$, of rms size $10^{-5}$ in $s_n$ and $10^{-4}$ eV in $h_n$, and drew 200 samples per step. The median absolute error of the energy stays within one percent of the "cut" column. At this noise level and this cut, the damage at small steps therefore comes mainly from the discarded vectors. Without the cut, small steps would often leave no valid problem to solve: the noisy $S$ had a negative eigenvalue in every sample at $x=0.01$, in 53 percent of them at $x=0.3$, and in none from $x=0.5$ upward.

**What happens at $2\pi/W$**

Two levels are indistinguishable to the basis if $z_k=z_l$, that is, if
$$\tau(E_k-E_l)=2\pi j,\qquad j=\pm1,\pm2,\dots \tag{3}$$
The largest difference is $W$, so the first such step is $\tau=2\pi/W$, where the top level meets the ground level. For your ladder this is $0.628\ \mathrm{eV}^{-1}$, or $0.414$ fs. Below it all phases are distinct. Above it, coincidences occur only at the particular steps that satisfy (3). "Beyond $2\pi/W$ the top states are aliased onto the ground state" is therefore too strong: they wrap past the ground phase, and merge with it only at resonant steps.

At a resonant step, group the levels with equal $z_k$ into classes $C$, with weight $P_C=\sum_{k\in C}p_k$ and mean energy $\bar E_C=\sum_{k\in C}p_kE_k/P_C$. Since $f$ has one value $f_C$ per class, (1) becomes
$$\rho[f]=\frac{\sum_CP_C\bar E_C|f_C|^2}{\sum_CP_C|f_C|^2}\;\ge\;\min_C\bar E_C . \tag{4}$$
No basis size gets below this floor. Once $M$ equals the number of classes, interpolation lets $f$ vanish on every class but one, and the floor is reached. Further vectors are linearly dependent on the earlier ones.

For $2\pi/\tau=10$ eV the levels 0 and 10 eV merge, and the floor is
$$\frac{0.5\times0+0.05\times10}{0.55}=0.909\ \mathrm{eV},$$
since the remaining classes are the single levels from 1 to 9 eV. With $M=7$ the error is $0.944$ eV. For $2\pi/\tau=9$ eV ($x=1.111$) there are two merged pairs, 0 with 9 eV and 1 with 10 eV. The first has the mean $0.05\times9/0.55=0.818$ eV, which is the floor; with $M=7$ the error is $0.921$ eV.

As long as $M$ does not exceed the number of classes, the overlap matrix stays nonsingular, so it need not give any warning of this. For your ladder at $x=1$ and $M=7$ its smallest eigenvalue is $0.50$, among the largest in the table. Only with more than ten vectors would $S$ become singular there. Conditioning tells you whether the basis vectors are independent, not whether they can separate the ground level from the top.

**Why your eleven vectors worked**

Take $2\pi/\tau=9.5$ eV, or $x=1.053$. No difference between ladder levels is a nonzero multiple of 9.5 eV, so the eleven phases are distinct. With $M=11$ a polynomial can vanish at ten of them and not at $z_0$, so the ground state lies in the space. Numerically the error is then at rounding level. With $M=9$ it is still $0.66$ eV, and with $M=7$ it is $1.01$ eV, worse than at the exact resonance $x=1$. Being off resonance removes the floor but does not make a small basis accurate. On the circle the ground level now has neighbours at distances equivalent to $0.5$ eV on both sides: the 10 eV level on one, the 9 eV level on the other.

Aliasing takes another form if you avoid $H_{mn}$ and diagonalize the propagator,
$$Uc=\mu Sc,\qquad U_{mn}=\langle\phi_m|e^{-i\tau H}|\phi_n\rangle=s_{n-m+1}.$$
Let $M$ equal the number of distinct phases, and define $V_{kn}=z_k^n$, $P=\mathrm{diag}(p_k)$ and $Z=\mathrm{diag}(z_k)$, with one row per distinct phase and merged weights added. Then $S=V^\dagger PV$ and $U=V^\dagger PZV$. The square matrix $V$ is an invertible Vandermonde matrix, so the equation reduces to $Z(Vc)=\mu(Vc)$ and the eigenvalues are $\mu=z_k$. They fix the energy only modulo $2\pi/\tau$:
$$E=-\frac{\arg\mu}{\tau}\pmod{2\pi/\tau}.$$

For $2\pi/\tau=9.5$ eV and eleven vectors, reading the energies in a window from $-0.25$ to $9.25$ eV gives $0,\,0.5,\,1,\,2,\dots,9$ eV. The entry at $0.5$ eV is the 10 eV level, shifted by $-9.5$ eV, and it looks like a low excitation. A second run with a slightly different $\tau$ exposes it, because its apparent position $10\ \mathrm{eV}-2\pi/\tau$ moves while a level that is not folded stays put.

**How close to $2\pi/W$ may you go?**

Trouble starts before the first alias, because the top level approaches the ground phase from the other side. Let $g$ be the smallest distance on the circle between the ground phase and any excited phase, with $0<g<\pi$. For odd $M=2d+1$ take
$$f=z^d\,T_d\!\left(\frac{2\cos\theta+1-\cos g}{1+\cos g}\right),\qquad \theta=\tau E,$$
with $T_d$ the Chebyshev polynomial. Since $\cos\theta=(z+z^{-1})/2$, this is a polynomial in $z$ of degree $2d=M-1$, as required. For the excited phases $\cos\theta$ lies between $-1$ and $\cos g$, so the argument lies in $[-1,1]$ and $|f|\le1$. At the ground phase the argument is
$$\frac{3-\cos g}{1+\cos g}=1+2\tan^2\frac g2=\cosh2u,\qquad \sinh u=\tan\frac g2,$$
so $f(1)=T_d(\cosh2u)=\cosh[(M-1)u]$. In (1), bound the numerator by $W(1-p_0)$ and keep only the ground term $p_0f(1)^2$ in the denominator. The error $\varepsilon$ of the ground energy then obeys
$$\varepsilon\le W\,\frac{1-p_0}{p_0}\,\frac{1}{\cosh^2\!\left[(M-1)\,\mathrm{arsinh}\tan(g/2)\right]} . \tag{5}$$

Let $\Delta$ be the first excitation energy. Below $2\pi/W$ the excited phases lie between $\tau\Delta$ and $\tau W$, so for $\tau\Delta\le\pi$ one may use $g=\min(\tau\Delta,\,2\pi-\tau W)$. The first entry rises with $\tau$ and the second falls. They cross at
$$\tau=\frac{2\pi}{W+\Delta},$$
which makes the bound smallest. For your ladder this is $0.571\ \mathrm{eV}^{-1}$, the row $x=0.909$, where $g=0.571$ and (5) gives $1.17$ eV. The actual error there is $0.168$ eV.

At this step the $z_k$ are the eleventh roots of unity, whose powers sum to zero unless the exponent is a multiple of 11. Thus $S_{mn}=0.55\,\delta_{mn}+0.45$, with eigenvalue $0.55$ six times and $0.55+7\times0.45=3.7$ once. The condition number is only $6.7$, yet $x=0.7$ has an error more than ten times smaller. The step that optimizes this bound does not optimize the error.

The reason is that this filter is held small on the whole circle outside $|\theta|<g$, even where there are no levels. At small $\tau$ the phases fill only a short arc. In the limit $\tau\to0$ one can use an ordinary polynomial in $E$, namely $T_{M-1}$ with $[\Delta,W]$ mapped to $[-1,1]$. The same estimate of (1) then gives
$$\varepsilon\le W\,\frac{1-p_0}{p_0}\,\frac{1}{T_{M-1}^2\!\left(\frac{W+\Delta}{W-\Delta}\right)} .$$
For $\Delta\ll W$ this $T_{M-1}$ equals $\cosh[(M-1)v]$ with $v\simeq2\sqrt{\Delta/W}$, whereas (5) at its best step has $u\simeq\pi\Delta/W$. For a small gap the small-step bound therefore falls much faster with $M$. This compares bounds, not errors, but the "full" column shows the same preference for small steps.

**Choosing the step**

Stay below $2\pi/W$. If $W$ is unknown, an upper estimate $W'\ge W$ is safe against aliasing, because $\tau<2\pi/W'$ then excludes every alias. A loose estimate costs accuracy, however: $W'=10W$ confines your ladder to $x<0.1$, where at most three of the seven vectors survive the cut. Within the allowed range, start from a step at which all overlap eigenvalues lie above your cut and reduce $\tau$ until they begin to fall below it. Do not start right at the limit if $M$ exceeds the number of classes there, because $S$ then becomes singular at $2\pi/W$ as well: with $M=11$ and $x=0.999$ one vector is already cut and the error is $0.90$ eV. For your ladder with a cut of $10^{-3}$, the best step in the scan is $\tau=0.44\ \mathrm{eV}^{-1}$ ($x=0.7$), with an error of $0.015$ eV. The scan is coarse, and the rule leads further down: the smallest eigenvalue reaches the cut near $x=0.56$, and just above that step the error is only $0.006$ eV. Just below it one vector is lost and the error jumps to $0.027$ eV, so leave some margin. These fractions are not universal: they depend on the weights, on $M$ and on the cut. More accurate matrix elements permit a lower cut and a smaller step, and so bring you closer to the Lanczos space. For your ladder this is the better space; for other spectra that ordering is not guaranteed.
